# Half an Up Electron, Half a Down Electron: Hydrogen's Fractional-Spin Error

## The problem

A hydrogen atom holds one electron, shared between the spins: $p$ of an electron has spin up and $q=1-p$ has spin down. Let $E(p,q)$ be the energy that an approximate functional assigns to this state. The fractional-spin error is

$$
\Delta=E(\tfrac12,\tfrac12)-E(1,0).
$$

1. Find $\Delta$ in Hartree-Fock theory with the orbital frozen as the hydrogen 1s function.
2. Find how much of it survives when the orbital relaxes.
3. A hybrid functional replaces a fraction $a$ of semilocal exchange by exact exchange. Does $\Delta$ shrink or grow with $a$?

The nucleus is fixed, the treatment is nonrelativistic, and atomic units are used: energies in hartree, lengths in bohr. Both spins share one real, normalized spatial orbital $\phi$. The one-electron Hamiltonian is $h=-\tfrac12\nabla^2-1/r$, and the self-repulsion of the orbital density is

$$
U=\iint\frac{\phi(\mathbf r)^2\,\phi(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.
$$

## A tempting solution

There is one electron, and it cannot repel itself. In Hartree-Fock theory exchange removes the self-repulsion. The density matrix is $\gamma=p\,\phi\phi+q\,\phi\phi=\phi\phi$, whatever the value of $p$, so

$$
E=\langle h\rangle+\tfrac12U-\tfrac12U=\langle h\rangle=-\tfrac12 .
$$

Hence $\Delta=0$, and there is nothing for relaxation to change. A semilocal functional has some error of its own. Replacing its exchange by the error-free kind must reduce that error, so $\Delta$ shrinks as $a$ grows.

## Where it fails

The value $-\tfrac12$ is the correct energy, but it is not what Hartree-Fock gives. The fault lies in the exchange term, which was built from the spin-summed density matrix. Exchange arises from the antisymmetry of a determinant, and the exchange integral between two spin orbitals contains the overlap of their spin functions. That overlap is zero for opposite spins. Exchange must therefore be computed for each spin separately and then added:

$$
E_x^{\rm HF}=-\frac12\sum_\sigma\iint\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',
\qquad \gamma_\uparrow=p\,\phi\phi,\quad \gamma_\downarrow=q\,\phi\phi .
$$

This gives $-\tfrac12(p^2+q^2)U$. The tempting solution used $-\tfrac12(p+q)^2U$, which contains an additional cross term $-pqU$ between the spins.

## What the exact answer must be

The up and down states of the atom are degenerate. A statistical mixture with weights $p$ and $q$ has energy

$$
p\left(-\tfrac12\right)+q\left(-\tfrac12\right)=-\tfrac12 ,
$$

and no mixture of one-electron states can lie lower, since $-\tfrac12$ is the ground-state energy. The exact $E(p,q)$ is flat along $p+q=1$, and the exact $\Delta$ is zero.

The half-half atom also appears inside a real system. Pull H$_2$ apart in its singlet ground state. With $A$ and $B$ the 1s orbitals of the two atoms, the spatial wavefunction tends to

$$
\frac{1}{\sqrt2}\left[A(1)B(2)+B(1)A(2)\right],
$$

multiplied by the singlet spin function. Each atom holds one electron, which is up or down with equal probability. A full configuration-interaction calculation with 16 s-type Gaussians on each atom, at a separation of 40 bohr, gives a total energy of $-1.000000$ and 0.5000 electron of each spin per atom. Each half-half atom thus carries an energy of $-\tfrac12$.

## Hartree-Fock with the orbital frozen

The Hartree-Fock energy expression is now extended to fractional occupations. The total density is $(p+q)\phi^2$, so the Hartree energy is $\tfrac12(p+q)^2U$. Adding exchange,

$$
\begin{aligned}
E(p,q)&=(p+q)\langle h\rangle+\tfrac12(p+q)^2U-\tfrac12(p^2+q^2)U\\
&=(p+q)\langle h\rangle+pq\,U ,
\end{aligned}
$$

because $(p+q)^2-p^2-q^2=2pq$.

With $q=0$ the repulsion vanishes for any $p$. For a single spin, the statement that exchange removes the self-repulsion is therefore right, even for a fraction of an electron. It fails once both spins are present. The term $pqU$ is what two independent electrons would give if one were in the orbital with probability $p$ and the other with probability $q$: they meet with probability $pq$ and then repel by $U$. In the real atom the two possibilities exclude each other, and a mean field does not know this.

To find $U$, take $\phi=e^{-r}/\sqrt\pi$. The charge in a shell is $4\pi r^2\phi^2\,dr=4r^2e^{-2r}\,dr$. The electrostatic potential at $r$ has one part from the charge inside and one from the charge outside:

$$
v(r)=\frac1r\int_0^r4s^2e^{-2s}\,ds+\int_r^\infty4s\,e^{-2s}\,ds .
$$

Integration by parts gives

$$
\int_0^r4s^2e^{-2s}ds=1-(1+2r+2r^2)e^{-2r},\qquad
\int_r^\infty4s\,e^{-2s}ds=(1+2r)e^{-2r}.
$$

After division of the first by $r$, its terms $-2e^{-2r}-2re^{-2r}$ combine with the second integral to leave $-e^{-2r}$. Therefore

$$
v(r)=\frac1r-\left(\frac1r+1\right)e^{-2r}.
$$

The self-repulsion is the shell charge times this potential, integrated:

$$
\begin{aligned}
U&=\int_0^\infty4r^2e^{-2r}v(r)\,dr\\
&=4\int_0^\infty re^{-2r}dr-4\int_0^\infty(r+r^2)e^{-4r}dr\\
&=4\cdot\frac14-4\left(\frac1{16}+\frac2{64}\right)=\frac58 .
\end{aligned}
$$

Since $\langle h\rangle=-\tfrac12$ for this orbital, the error at general $p$ is

$$
E(p,1-p)-E(1,0)=\frac58\,p(1-p).
$$

It is a parabola that vanishes at the two pure-spin ends and peaks at $p=\tfrac12$. At $p=0.25$ it is already 0.11719. At the peak,

$$
\Delta_{\rm frozen}=\frac58\cdot\frac14=\frac5{32}=0.15625\ \text{hartree}\quad(4.252\ \text{eV}),
$$

and the energy is $E(\tfrac12,\tfrac12)=-0.34375$.

## Letting the orbital relax

For half-half occupation the quantity to minimize is

$$
E[\phi]=\langle h\rangle+\tfrac14U[\phi].
$$

The pure-spin energy needs no new work. There $E=\langle h\rangle$, whose minimum is the 1s value $-\tfrac12$. The relaxed error is therefore $\min E[\phi]+\tfrac12$.

**One parameter.** Try $\phi_\zeta=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$, a uniformly scaled 1s orbital. Scaling all lengths by $1/\zeta$ multiplies the kinetic energy $\tfrac12$ by $\zeta^2$, and the Coulomb energies $-1$ and $\tfrac58$ by $\zeta$:

$$
E(\zeta)=\frac{\zeta^2}2-\zeta+\frac{5\zeta}{32}=\frac{\zeta^2}2-\frac{27}{32}\zeta .
$$

The minimum is at $\zeta=\tfrac{27}{32}=0.84375$, where

$$
E=-\frac12\left(\frac{27}{32}\right)^2=-0.35596,\qquad E+\tfrac12=0.14404 .
$$

By the variational principle this is an upper bound to the relaxed error.

**Full freedom.** Vary $\phi$ by $\delta\phi$. The one-electron term changes by $2\int\delta\phi\,h\phi$. The integral $U$ contains $\phi$ four times, so $\delta U=4\int\delta\phi\,v\phi$, where $v$ is now the potential of the relaxed density. A quarter of this is $\int\delta\phi\,v\phi$. With a multiplier $\varepsilon$ for normalization, which contributes $-2\varepsilon\int\delta\phi\,\phi$, stationarity requires

$$
\left(h+\tfrac12v\right)\phi=\varepsilon\phi .
$$

The electron feels half of its own electrostatic potential. Far from the nucleus $v\to1/r$, so the attraction there is $-1/(2r)$ instead of $-1/r$.

Multiplying by $\phi$ and integrating gives $\varepsilon=\langle h\rangle+\tfrac12U$. The energy contains only $\tfrac14U$, so

$$
E=\varepsilon-\tfrac14U .
$$

The equation was solved self-consistently by Chebyshev collocation for the radial function on the interval from 0 to 30 bohr. It gives $\varepsilon=-0.229489$ and $U=0.512884$, hence

$$
E=-0.229489-\frac{0.512884}{4}=-0.357710 ,
$$

$$
\Delta_{\rm relaxed}=-0.357710+0.5=0.14229\ \text{hartree}\quad(3.872\ \text{eV}).
$$

Relaxation removes about 9% of the frozen error. The mean radius grows from 1.5000 to 1.8545 bohr. This expansion raises the one-electron energy by 0.01407 and lowers the spurious repulsion $U/4$ by 0.02803, a net gain of 0.01396.

The gain in repulsion is close to twice the cost. The scaled orbital shows why. Its cost is $\tfrac12\zeta^2-\zeta+\tfrac12=\tfrac12(1-\zeta)^2$, while its gain is $\tfrac5{32}(1-\zeta)$. At the minimum $1-\zeta=\tfrac5{32}$, so the gain is $(1-\zeta)^2$, twice the cost. The net saving is then $\tfrac12\left(\tfrac5{32}\right)^2$, which is a fraction $\tfrac5{64}$, or about 8%, of the frozen error $\tfrac5{32}$. Most of the error remains.

## The same error in a broken bond

Restricted Hartree-Fock puts both electrons of H$_2$ into $g=(A+B)/\sqrt2$, where $A$ and $B$ now denote the relaxed half-half orbital centred on each atom, not the 1s orbital. At large separation $R$, with exponentially small overlaps dropped, the energy has these parts:

- Each electron has one-electron energy $\langle h\rangle-1/R$, since from either atom it is also attracted by the distant nucleus. Two electrons give $2\langle h\rangle-2/R$.
- The density $g^2$ is $\tfrac12(A^2+B^2)$. The repulsion of the two electrons is $\tfrac14(2U+2/R)=\tfrac12U+1/(2R)$.
- The nuclei repel by $1/R$.

The sum is

$$
E_{\rm RHF}(R)\to2\left(\langle h\rangle+\tfrac14U\right)-\frac1{2R}=2E(\tfrac12,\tfrac12)-\frac1{2R}.
$$

At $R=40$ bohr this predicts $-0.715420-0.012500=-0.727920$, and a restricted Hartree-Fock calculation in the s-Gaussian basis gives $-0.727920$. Both keep $A$ and $B$ spherical. An electron on one atom sees the distant nucleus screened by only half an electron, and this net charge of $\tfrac12$ polarizes the orbital. With p functions in the basis the energy is lower by about $2.6/R^4$, which is $10^{-6}$ at 40 bohr and changes the last digit to $-0.727921$. As $R\to\infty$ the molecule lies $2\times0.14229=0.28458$ above two hydrogen atoms.

The product $g(1)g(2)$ puts both electrons on the same atom with probability one half. This explains both the repulsion $\tfrac12U$ and the tail $-1/(2R)$, which is half the attraction between H$^+$ and H$^-$.

If the two spins may occupy different orbitals, the up electron can settle on one atom and the down electron on the other. The energy then tends to $E(1,0)+E(0,1)=-1$. The error in the energy is gone, but the spin densities are wrong: each atom is polarized, whereas the singlet has equal up and down densities everywhere.

## Hybrids

Take the family

$$
E_a=\langle h\rangle+E_H+aE_x^{\rm HF}+(1-a)E_x^{\rm PBE}+E_c^{\rm PBE},
$$

where $E_H$ is the Hartree energy. The case $a=0$ is PBE and $a=\tfrac14$ is PBE0. PBE correlation is kept in full throughout, so $a=1$ is not Hartree-Fock.

**Frozen density.** The half-half and pure-spin states have the same total density, so $\langle h\rangle$ and $E_H$ cancel in $\Delta$. The exact-exchange contribution is

$$
-\tfrac14U-\left(-\tfrac12U\right)=\tfrac14U=\frac5{32}.
$$

For PBE exchange, use the spin-scaling relation

$$
E_x[n_\uparrow,n_\downarrow]=\tfrac12E_x[2n_\uparrow]+\tfrac12E_x[2n_\downarrow],
$$

where a single argument denotes the functional for an unpolarized density. The half-half state has exchange energy $E_x[n]$ and the pure-spin state $\tfrac12E_x[2n]$. Radial quadrature on the exact 1s density gives $-0.25400$ and $-0.30594$, so

$$
\Delta_x^{\rm PBE}=-0.25400+0.30594=0.05194 .
$$

PBE correlation is $-0.01491$ for half-half and $-0.00598$ for pure spin, a difference $\Delta_c^{\rm PBE}=-0.00893$. Together,

$$
\Delta_a=\frac5{32}a+0.05194(1-a)-0.00893=0.04301+0.10431\,a .
$$

The error grows with $a$, contrary to the tempting solution. The condition for this is that the semilocal exchange part lies below $5/32$.

The local density approximation shows why semilocal exchange suffers less. Its exchange energy scales as $n^{4/3}$, so $\tfrac12E_x[2n]=2^{1/3}E_x[n]$. Going from pure spin to half-half therefore removes a fraction $1-2^{-1/3}\approx0.21$ of the exchange energy. Exact exchange loses one half, from $-\tfrac12U$ to $-\tfrac14U$. For PBE the fraction is $0.05194/0.30594\approx0.17$.

Correlation could repair the loss in principle. At this density, full exact exchange would need a correlation energy of $-5/32$ in the half-half state and zero in the pure-spin state. PBE supplies a difference of only $-0.00893$.

**Relaxed orbitals.** Each state was minimized separately in the basis of 16 s Gaussians. The last column is the error of the half-half energy relative to the exact $-\tfrac12$.

| $a$ | $E_a(\tfrac12,\tfrac12)$ | $E_a(1,0)$ | $\Delta_a$ | $E_a(\tfrac12,\tfrac12)+\tfrac12$ |
|---|---|---|---|---|
| 0 | −0.4589 | −0.5000 | 0.0411 | 0.0411 |
| 0.25 | −0.4361 | −0.5013 | 0.0652 | 0.0639 |
| 0.50 | −0.4139 | −0.5028 | 0.0889 | 0.0861 |
| 0.75 | −0.3923 | −0.5043 | 0.1121 | 0.1077 |
| 1 | −0.3713 | −0.5060 | 0.1347 | 0.1287 |

From PBE to PBE0 the error rises from 0.041 to 0.065, by more than half. At $a=1$ it is 0.135, below the Hartree-Fock value 0.142 because PBE correlation remains.

The last two columns differ by the error of the pure-spin state. For PBE that error is tiny through cancellation. On the exact density, PBE exchange lies $0.3125-0.30594=0.00656$ above the exact $-\tfrac12U$, while correlation, which should vanish for one electron, contributes $-0.00598$. As $a$ grows the exchange error is removed and the correlation error stays, so $E_a(1,0)$ sinks below $-\tfrac12$. More exact exchange improves the exchange energy of the polarized atom and worsens the balance between the two spin states.

The slope of the relaxed error follows from stationarity. When $a$ changes, the energy responds through its explicit dependence on $a$ and through the orbital, but the second response vanishes to first order at a minimum. For each state,

$$
\frac{dE_a}{da}=E_x^{\rm HF}-E_x^{\rm PBE},
$$

evaluated on that state's own relaxed orbital. The half-half value minus the pure-spin value is the slope of $\Delta_a$. At $a=\tfrac14$ it is 0.0956, somewhat below the frozen slope 0.1043.

The relaxed $\Delta_a$ also rises by slightly less at each step of the table. Each $E_a$ is a minimum over functions linear in $a$, and such a minimum is concave: its slope cannot increase. This holds for both states separately and does not by itself fix the curvature of their difference. In these results the slope of the half-half energy falls faster than that of the pure-spin energy, so the growth of $\Delta_a$ slows, though it does not stop.
